\section*{Polar-optical mobility in a quantum well from an energy-ladder equation}

\section{Definitions and conventions}

Electrons of charge $-e$ and mass $m$ occupy one parabolic subband of a well of width $L$ with infinite walls. Their in-plane wavevector is $\mathbf k$, and $E=\hbar^2k^2/2m$ is measured from the subband edge. They scatter from bulk longitudinal optical phonons of fixed energy $\hbar\omega$ in thermal equilibrium, with occupation $N=1/(e^{\hbar\omega/k_BT}-1)$. Screening by the electrons is left out. We write
\begin{equation}
\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s},\qquad
k_0=\sqrt{\frac{2m\omega}{\hbar}},\qquad
\alpha=\frac{e^2\kappa}{4\pi\varepsilon_0\hbar}\sqrt{\frac{m}{2\hbar\omega}} ,
\end{equation}
where $\varepsilon_\infty$ and $\varepsilon_s$ are the relative permittivities with the ions frozen and with the ions free to follow.

A weak field $\mathcal E$ points along $x$. With $f_0$ the Fermi function and $v_x=\hbar k_x/m$, the first-order distribution is written as
\begin{equation}
\delta f=e\mathcal E v_x\tau(E)\frac{\partial f_0}{\partial E}
=f_0(1-f_0)\,\psi,\qquad \psi=-\frac{e\mathcal E}{k_BT}v_x\tau(E).
\label{ansatz}
\end{equation}
This defines $\tau$. It is no approximation: the scattering rate depends on the directions of the two wavevectors only through the angle between them, so a drive proportional to $\cos\varphi$ produces a response proportional to $\cos\varphi$.

The current is $j=-(2e/A)\sum_{\mathbf k}v_x\,\delta f$, with 2 for spin and $A$ the area. The angular average of $v_x^2$ is $E/m$ and the density of states is constant, so $j=ne\mu\mathcal E$ gives
\begin{equation}
\mu=\frac em\,\frac{\int_0^\infty E\,\tau(E)(-\partial f_0/\partial E)\,dE}{\int_0^\infty f_0\,dE}.
\label{mu}
\end{equation}

\section{The scattering kernel}

Let the coupling be $\sum_{\mathbf Q}M_Q(a_{\mathbf Q}+a^\dagger_{-\mathbf Q})e^{i\mathbf Q\cdot\mathbf r}$. For two static charges at separation $\mathbf R$, completing the square in the phonon operators gives the energy $-\sum_{\mathbf Q}|M_Q|^2|\rho_{\mathbf Q}|^2/\hbar\omega$ with $|\rho_{\mathbf Q}|^2=2+2\cos\mathbf Q\cdot\mathbf R$. Its $\mathbf R$-dependent part must turn the $\varepsilon_\infty$-screened repulsion into the $\varepsilon_s$-screened one:
\begin{equation}
-\frac{2|M_Q|^2}{\hbar\omega}=-\frac{e^2\kappa}{\varepsilon_0VQ^2}
\quad\Rightarrow\quad |M_Q|^2=\frac{e^2\hbar\omega\kappa}{2\varepsilon_0VQ^2}.
\end{equation}

In the well $\mathbf Q=(\mathbf q,q_z)$, and all $q_z$ contribute to one in-plane transition. Since $\int dq_z\,e^{iq_z(z-z')}/[2\pi(q^2+q_z^2)]=e^{-q|z-z'|}/2q$, their sum is
\begin{equation}
\frac{e^2\hbar\omega\kappa}{4\varepsilon_0A}\frac{F(q)}q,\qquad
F(q)=\iint\phi^2(z)\phi^2(z')e^{-q|z-z'|}dz\,dz'.
\end{equation}

For $\phi^2=(1-\cos as)/L$, with $s=z/L$, $a=2\pi$, $u=qL$ and $D=u^2+a^2$, let $G(s)=\int_0^1(1-\cos as')e^{-u|s-s'|}ds'$. It obeys $G''-u^2G=-2u(1-\cos as)$, so by symmetry
\begin{equation}
G=\frac2u-\frac{2u}{D}\cos as+C\left[e^{-us}+e^{-u(1-s)}\right].
\end{equation}
At $s=0$ all sources lie on one side, hence $G'(0)=uG(0)$, which gives $C=-a^2/(uD)$. We then integrate against $1-\cos as$, using $\int_0^1(1-\cos as)\cos as\,ds=-\tfrac12$ and $\int_0^1(1-\cos as)e^{-us}ds=a^2(1-e^{-u})/(uD)$:
\begin{equation}
F=\frac2u+\frac uD-\frac{2a^4(1-e^{-u})}{u^2D^2}.
\end{equation}

Let $E_\pm=E\pm\hbar\omega$, with wavevector $k_\pm$, and let $N_+=N$ (absorption), $N_-=N+1$ (emission). The golden rule, with $\sum_{\mathbf k'}\to(Am/4\pi^2\hbar^2)\int dE'd\theta$, gives the rate
\begin{equation}
\frac{2\pi}\hbar\,\frac{e^2\hbar\omega\kappa}{4\varepsilon_0}\,\frac{m}{4\pi^2\hbar^2}N_\pm\!\int_0^{2\pi}\!\frac{F(q)}q\,d\theta
=\frac{\alpha\omega}2N_\pm\!\int_0^{2\pi}\! g(q)\,d\theta ,
\end{equation}
where $g(q)=k_0F(q)/q$ and $q^2=k^2+k_\pm^2-2kk_\pm\cos\theta$. Emission requires $E>\hbar\omega$.

\section{What the out-scattering time leaves out}

The collision term is $\sum_{\mathbf k'}[W_{k'k}f'(1-f)-W_{kk'}f(1-f')]$. In equilibrium the two terms cancel pair by pair, because $f_0/(1-f_0)\propto e^{-E/k_BT}$ and $N/(N+1)=e^{-\hbar\omega/k_BT}$. Call their common value $P=W_{kk'}f_0(1-f_0')$. Inserting $\delta f=f_0(1-f_0)\psi$ and keeping first order,
\begin{align}
&P\left[(1-f_0')\psi'-f_0\psi\right]-P\left[(1-f_0)\psi-f_0'\psi'\right]=P(\psi'-\psi).
\end{align}
The drift term is $-e\mathcal Ev_x\,\partial f_0/\partial E=e\mathcal Ev_xf_0(1-f_0)/k_BT$. Equating it to $\sum P(\psi'-\psi)$ and dividing by $e\mathcal Ev_xf_0(1-f_0)/k_BT$ gives
\begin{equation}
1=\sum_{\mathbf k'}W_{kk'}\frac{1-f_0'}{1-f_0}\left[\tau(E)-\frac{v_x'}{v_x}\tau(E')\right].
\label{lin}
\end{equation}
The kernel is even in $\theta$, so $v_x'/v_x$ may be replaced by $(k'/k)\cos\theta$. With
\begin{equation}
R_\pm=\frac{\alpha\omega}2N_\pm\frac{1-f_0(E_\pm)}{1-f_0(E)},\quad
S_0=\sum_\pm R_\pm\!\int\! g\,d\theta,\quad
S_\pm=R_\pm\frac{k_\pm}k\!\int\! g\cos\theta\,d\theta,
\end{equation}
the transport problem becomes
\begin{equation}
S_0(E)\tau(E)-S_+(E)\tau(E+\hbar\omega)-S_-(E)\tau(E-\hbar\omega)=1 .
\label{diff}
\end{equation}

The simple choice $\tau_{\rm out}=1/S_0$ drops both $S_\pm$ terms, as if each collision erased the velocity. It does not: $g$ falls with $q$, and $q$ grows with $\theta$ between 0 and $\pi$. Pairing $\theta$ with $\pi-\theta$ then shows $\int g\cos\theta\,d\theta>0$. Electrons arrive with part of their forward motion intact.

A tempting repair is to keep $S_\pm$ but set $\tau(E\pm\hbar\omega)=\tau(E)$, which gives $\tau_{\rm eq}=1/(S_0-S_+-S_-)$. This is justified when $\tau$ varies little over one phonon energy. Here it cannot be: emission switches on at $E=\hbar\omega$ with a finite rate, and $\tau$ drops there, by a factor of 6.2 between 35 and 37 meV in the worked case below. The coupling between different energies has to be kept.

\section{The ladder scheme}

Equation (\ref{diff}) connects only the energies $E_n=E_0+n\hbar\omega$. Each $E_0$ in $(0,\hbar\omega)$ therefore gives a separate tridiagonal system for $\tau_n=\tau(E_n)$. The scheme is:
\begin{enumerate}
\item Choose Gauss--Legendre points $E_0$ in $(0,\hbar\omega)$. The jumps of $\tau$ at multiples of $\hbar\omega$ then fall between ladders and spoil no quadrature.
\item Compute $S_0$ and $S_\pm$ on each rung by an equally spaced angular sum. On high rungs $g$ peaks at $\theta=0$ with a width of order $(k_{n+1}-k_n)/k_n\approx1/2n$, which the angular step must resolve.
\item Set $\tau=0$ above the last rung, solve, and sum (\ref{mu}) over rungs and ladders.
\end{enumerate}
Unless stated otherwise, the mobilities below use 24 ladders, 14 rungs and 400 angles. At 300 K, going to 36 ladders and 18 rungs changes the mobility by less than one part in $10^5$.

To see why truncation is safe, multiply row $n$ by $w_n=E_nf_n(1-f_n)$. Detailed balance makes $A_n=f_n(1-f_n)R_+(E_n)\int g\,d\theta$ equal to the reverse rate from rung $n+1$. Let $c_n=\int g\cos\theta\,d\theta/\int g\,d\theta$, so that $0<c_n<1$. The quadratic form of the resulting matrix $K$ is
\begin{equation}
\tau^TK\tau=\sum_nA_n\left[E_n\tau_n^2+E_{n+1}\tau_{n+1}^2-2c_n\sqrt{E_nE_{n+1}}\,\tau_n\tau_{n+1}\right],
\end{equation}
with $\tau=0$ beyond the last rung. Each bracket is positive unless both its times vanish. Hence $K$ is symmetric and positive definite, and the solution of $K\tau=w$ maximizes
\begin{equation}
J[\tau]=2\sum_nw_n\tau_n-\tau^TK\tau,\qquad J_{\max}=\sum_nw_n\tau_n .
\end{equation}
Three results follow.

\emph{Truncation gives a lower bound.} $J_{\max}$ is the ladder's contribution to $\mu$, up to a positive factor. Fewer rungs mean a maximum over a smaller set, so $\mu$ rises as rungs are added.

\emph{The out-scattering time errs low.} Replacing $\tau_n$ by $|\tau_n|$ cannot lower $J$, since the off-diagonal elements of $K$ are negative. The maximizer is therefore non-negative. Then (\ref{diff}) gives $\tau_n\ge1/S_0>0$, and using this on the neighbouring rungs gives $\tau_n>1/S_0$ as soon as two rungs are kept. The mobility from $\tau_{\rm out}$ is too small at any temperature and density within this model.

\emph{Iteration converges from below.} Start from $\tau^{(0)}=1/S_0$ and repeat
\begin{equation}
\tau^{(j+1)}(E)=\frac{1+S_+\tau^{(j)}(E_+)+S_-\tau^{(j)}(E_-)}{S_0}.
\end{equation}
All coefficients are positive, so the iterates increase and stay below the solution. They converge, and their limit solves the equation, whose solution is unique. Iteration $j$ adds the velocity that survives $j$ collisions.

\section{The cold, dilute limit}

Let $N\ll1$, $f_0\ll1$ and $0<E<\hbar\omega$. An electron that absorbs a phonon emits one again long before it can absorb another. Let $k_1$ be the wavevector at $E+\hbar\omega$, and $c$ the mean cosine $c_0$ of this pair of energies. On the lowest rung $S_+=S_0(k_1/k)c$. On the next, with absorption neglected, $S_-'=S_0'(k/k_1)c$. Hence
\begin{align}
\tau_1&=\frac k{k_1}c\,\tau_0+\frac1{S_0'},\\
\tau_0(1-c^2)&=\frac1{S_0}+\frac{k_1}k\frac c{S_0'} .
\end{align}
Because $S_0/S_0'$ is of order $N$,
\begin{equation}
\frac{\tau_0}{\tau_{\rm out}}=\frac1{1-c^2}+O(N).
\label{cold}
\end{equation}
The factors $k_1/k$ and $k/k_1$ have cancelled: speed gained on absorption is lost on emission, and two deflections leave $c^2$.

For small $k$, expanding $g(q)\approx g(k_1)-k\cos\theta\,g'(k_1)$ gives $c\approx\beta k/2k_1$ with $\beta=-d\ln g/d\ln q$ at $k_1$. So $c^2\approx(\beta^2/4)E/\hbar\omega$. Thermal energies scale with $T$, and in the dilute gas the error of $\tau_{\rm out}$ vanishes as $T\to0$.

The equal-time shortcut behaves differently. It gives $\tau_{\rm eq}/\tau_{\rm out}=1/[1-(k_1/k)c]$, which tends to $1/(1-\beta/2)$ for small $k$. Since $F$ decreases, $\beta>1$, and the ratio exceeds 2 as long as $\beta<2$. Cooling does not cure this shortcut.

At $E=14.4$ meV in the well treated below, $c=0.3752$ and (\ref{cold}) predicts 1.1639. The full ladder in a dilute gas gives 1.1640 at 50 K, 1.1677 at 80 K and 1.1858 at 120 K, so the departure grows with $N$. The equal-time ratio there is $1/(1-\sqrt{1.4/0.4}\times0.3752)\approx3.4$.

\section{A worked case}

Take round parameters in the regime of a light-mass III--V channel: $m=0.07\,m_0$, $\hbar\omega=36$ meV, $\varepsilon_\infty=11$, $\varepsilon_s=13$, $L=8$ nm, $T=300$ K and density $10^{11}$ cm$^{-2}$. Then $\kappa=0.0140$, $k_0=0.257$ nm$^{-1}$ and $\alpha=0.0719$. With $\omega=54.7$ ps$^{-1}$ the rate scale is $\alpha\omega/2=1.97$ ps$^{-1}$, and $N=1/(e^{1.3925}-1)=0.331$. As a check on the kernel, direct integration of the golden rule over $q_z$ and angle gives an absorption rate of 2.4766 ps$^{-1}$ at 18 meV in a dilute gas, and the formula with $F$ gives the same digits.

\begin{center}
\begin{tabular}{cccc}
$E$ (meV) & $\tau_{\rm out}$ (ps) & $\tau$ (ps) & $\tau/\tau_{\rm out}$\\
10 & 0.360 & 0.476 & 1.32\\
35 & 0.427 & 0.668 & 1.56\\
37 & 0.080 & 0.107 & 1.34\\
50 & 0.085 & 0.194 & 2.28\\
80 & 0.094 & 0.177 & 1.88
\end{tabular}
\end{center}

The ratio is large at 50 meV because emission leads to 14 meV, where $\tau$ is long; the term $S_-\tau(E-\hbar\omega)$ carries that long time upward. At 37 meV emission leads to 1 meV. The final speed is then small and nearly random in direction, so little is carried over.

The mobility is 8730 cm$^2$/Vs. With $e/m=2.513\times10^{12}$ C/kg this corresponds to a mean time of $0.873/(2.513\times10^{12})$ s $=0.35$ ps. The out-scattering time gives 5180 cm$^2$/Vs, which is 41\% too low relative to the full solution. The equal-time shortcut gives 15700 cm$^2$/Vs, 80\% too high.

Keeping 1, 2, 3, 4 and 6 rungs gives 3756, 6763, 7920, 8408 and 8688 cm$^2$/Vs. Starting from $\tau_{\rm out}$, the iterates $j=0$ to 5 give 5178, 6820, 7867, 8253, 8507 and 8605 cm$^2$/Vs, and $j=6$ is the first within 1\% of the solution.

An independent estimate follows random flights. By (\ref{lin}), $v_x\tau$ is the expected integral of $v_x$ over time for an electron that starts at $\mathbf k$ and jumps at the rates $W_{kk'}(1-f_0')/(1-f_0)$; splitting off the first jump reproduces (\ref{lin}). Multiplying this integral by the starting $v_x$ and summing over starting points gives the mobility, since (\ref{mu}) is the same as $\mu=(e/k_BT)\sum_{\mathbf k}f_0(1-f_0)\,v_x(v_x\tau)/\sum_{\mathbf k}f_0$. The flights give $8685\pm48$ cm$^2$/Vs (one standard error). At $10^{12}$ cm$^{-2}$ the flights give $7231\pm36$, the ladder 7261 and the out-scattering time 3555 cm$^2$/Vs, now 51\% low.

With the density held at $10^{11}$ cm$^{-2}$ and all other parameters fixed, the temperature dependence is as follows (mobilities in cm$^2$/Vs).

\begin{center}
\begin{tabular}{cccc}
$T$ (K) & full & $\tau_{\rm out}$ & $\tau_{\rm eq}$\\
100 & 213000 & 175000 & 594000\\
200 & 20800 & 14400 & 47600\\
300 & 8730 & 5180 & 15700\\
400 & 5810 & 3010 & 8640
\end{tabular}
\end{center}

The out-scattering error grows from 18\% at 100 K to 48\% at 400 K. The equal-time result moves the other way, from 2.8 to 1.5 times the full value. At this density neither shortcut is good at room temperature, and no constant factor repairs either one over this range. The errors also depend on density: at $10^{12}$ cm$^{-2}$ and 300 K the equal-time shortcut gives 8885 cm$^2$/Vs, 22\% high.

\section{Beside a real channel}

Room-temperature mobilities of good light-mass III--V wells are roughly $10^4$ cm$^2$/Vs, the size found here. The density chosen is low for a transistor channel, where about $10^{12}$ cm$^{-2}$ is more typical. At $10^{11}$ cm$^{-2}$, infinite walls are among the costliest of the assumptions sized here, though the ranking depends on the inputs chosen below. With 300 meV barriers the wave function spreads, $F$ falls, and the mobility rises by 19\% to 10400 cm$^2$/Vs. The other changes are made one at a time in the infinite well. A nonparabolicity of 0.6 eV$^{-1}$, entered as a heavier mass evaluated $k_BT$ above the subband edge, lowers the mobility by 10\% if the edge is put at 46 meV, as with the finite barriers, and by 14\% if it is put at 84 meV, as with infinite walls. A single mass understates the effect: solving the ladder with the nonparabolic dispersion itself, so that velocity and density of states vary with energy, gives 14\% and 18\% for the same two edges. Acoustic phonons with a 7 eV deformation potential lower it by 14\%. Their rate goes as the square of that potential, and larger values are also in use for such wells: 10 and 12 eV lower it by about 25\% and 32\%. Static screening would raise it by 9 to 10\% if the long-wavelength response is used at every wavevector, and by 6 to 7\% if the static response is allowed to fall with wavevector; the lower figures take $\varepsilon_s$ as the background permittivity, the upper ones $\varepsilon_\infty$. The response at the phonon frequency is not the static one. In the random-phase approximation at $10^{11}$ cm$^{-2}$, it has about 0.9 of the static size at the same wavevector $k_0$ but is partly out of phase; at $k_0/2$ it is weaker and its real part has the opposite sign. Dividing the coupling by the corresponding dielectric function raises the mobility by about 4\% here and by about 30\% at $10^{12}$ cm$^{-2}$, so the unscreened values given for that density describe the model alone. Coupled plasmon--phonon modes are not treated. At $10^{12}$ cm$^{-2}$ the magnitude of the dielectric function at the phonon frequency falls to about 0.3 near $k_0/4$, where such modes matter, so the 30\% is only indicative. All these inputs are rough, and the shifts should not simply be added.

Some other limits can be estimated as well. With the finite barriers the second subband lies 130 meV above the first; its Boltzmann factor is 0.7\%, and about 3\% of the electrons could reach it by absorption. Being fast, these few carry about 10\% of the mobility in the one-subband model, so the second subband can matter more than their number suggests. The collision broadening $\hbar S_0$ is 1.6 meV at $E=k_BT$, small beside $k_BT=26$ meV. Just above threshold it is $\hbar/(0.080\ {\rm ps})\approx8$ meV, so the sharp step in $\tau$ belongs to the golden rule and would be smoothed in a fuller theory. The drift velocity reaches a tenth of $\sqrt{k_BT/m}$ at 0.29 kV/cm, and well above that field linear response is not to be trusted. Interface and confined phonon modes, hot phonons, impurities and wall roughness are neither included nor sized. At 100 K the polar rate is tiny: acoustic phonons alone, with the 7 eV deformation potential, would limit the mobility to about 200000 cm$^2$/Vs (about 100000 at 10 eV), comparable to the polar value, and impurities can lower it further. The tabulated mobility there describes the model alone.

\section*{Numbers as computed}
\begin{verbatim}
Mass 0.07 m0; phonon 36 meV; eps_inf 11, eps_static 13
Width 8 nm; T 300 K; density 1.0e+11 cm^-2
k0 0.2572 nm^-1; k0*L 2.057; F(k0) 0.6830
Froehlich alpha 0.0719; alpha*omega/2 1.967 ps^-1
hw/kT 1.3925; Bose number 0.3306; Fermi energy -50.6 meV
Absorption rate at 18 meV, dilute: direct 2.4766, formula 2.4766 ps^-1
E 10 meV: tau_out 0.3595 ps, tau 0.4756 ps, ratio 1.323
E 25 meV: tau_out 0.4029 ps, tau 0.5935 ps, ratio 1.473
E 35 meV: tau_out 0.4273 ps, tau 0.6682 ps, ratio 1.564
E 37 meV: tau_out 0.0803 ps, tau 0.1072 ps, ratio 1.336
E 50 meV: tau_out 0.0848 ps, tau 0.1936 ps, ratio 2.284
E 80 meV: tau_out 0.0941 ps, tau 0.1773 ps, ratio 1.884
Mobility, difference equation: 8733 cm2/Vs
Mobility, out-scattering time: 5178 cm2/Vs (error -40.7 %)
Mobility, equal-tau shortcut: 15736 cm2/Vs (error +80.2 %)
Mobility, Monte Carlo: 8685 +- 48 cm2/Vs
Density 1e+12 cm^-2: full 7261, out-time 3555 cm2/Vs
  Monte Carlo there: 7231 +- 36 cm2/Vs
Rungs kept 1: mobility 3756 cm2/Vs
Rungs kept 2: mobility 6763 cm2/Vs
Rungs kept 3: mobility 7920 cm2/Vs
Rungs kept 4: mobility 8408 cm2/Vs
Rungs kept 6: mobility 8688 cm2/Vs
Iterations 0-5 from tau_out, cm2/Vs: 5178, 6820, 7867, 8253, 8507, 8605
Iterations to come within 1 %: 6
Cold limit at 14.4 meV: mean cosine 0.3752, 1/(1-c^2) 1.1639
  dilute, 50 K: tau/tau_out 1.1640
  dilute, 80 K: tau/tau_out 1.1677
  dilute, 120 K: tau/tau_out 1.1858
T 100 K: full 212699, out-time 174747, equal-tau 594238 cm2/Vs; out-time low by 17.8 %
T 150 K: full 47377, out-time 35757, equal-tau 121686 cm2/Vs; out-time low by 24.5 %
T 200 K: full 20777, out-time 14370, equal-tau 47611 cm2/Vs; out-time low by 30.8 %
T 300 K: full 8733, out-time 5178, equal-tau 15736 cm2/Vs; out-time low by 40.7 %
T 400 K: full 5811, out-time 3014, equal-tau 8642 cm2/Vs; out-time low by 48.1 %
Barrier 300 meV: levels 46.3, 175.8 meV; mobility 10396 cm2/Vs
Second subband: Boltzmann factor 0.67 %; can reach it by absorption 2.7 %
Nonparabolicity 0.6 eV^-1: mass 0.0761 m0, mobility 7889 cm2/Vs
Acoustic inputs: 7 eV, 5300 kg/m3, 5200 m/s; rate 0.371 ps^-1
Mobility with acoustic phonons: 7517 cm2/Vs
Static screening: q_s 0.0252 nm^-1, mobility 9496 cm2/Vs; plasmon at k0 12.5 meV
Level broadening hbar*S0 at E = kT: 1.62 meV; kT 25.85 meV
Field for drift at 10 % of sqrt(kT/m): 0.292 kV/cm
\end{verbatim}
